**Jamming of dissociating oxygen on a one-dimensional lattice**

Irreversible dissociation on random pairs of neighbouring empty sites gives the coverage θ(t) = 1 − exp[−2(1 − e^(−kt))], which tends to 1 − e^(−2) ≈ 0.865. Here k is the attempt rate per pair, P_n is the probability that n given consecutive sites are empty, and E_n is the mean number of vacancies finally left on an open row of n sites. The program asserts that P_1 to P_4 and the sticking law agree with the full master equation of a 14-site ring; the largest error in P_1 to P_4 is 1.3e-08. It also asserts that the formula for E_n equals the average over all attempt orders for rows of 2 to 8 sites. Simulations with random clocks test the time dependence, the isolation of the vacancies and the formula with added single-site filling; the jammed row of 400,000 sites has coverage 0.8641. Further runs show that hopping lifts the coverage to 0.975 after 100 hops per vacancy, that bridging between rows gives 0.907, and that the chosen repulsion gives 0.835. The worked example, with rough values in the regime of Si(001) dimer rows at 1e-8 Torr and 300 K, reaches 99 % of the jamming coverage in about 0.9 h.

## Program and output

```python
# Result under test: irreversible dissociation of O2 on random pairs of
# neighbouring empty sites of a row, without diffusion, gives the coverage
#   theta(t) = 1 - exp(-2 (1 - exp(-k t)))  ->  1 - exp(-2).
# k: attempt rate per pair of neighbouring sites; P_n: probability that n
# given consecutive sites are empty; E_n: mean number of vacancies finally
# left on an open row of n sites; r: rate of single-site filling over k.
# Simulations and the master equation use the time unit 1/k.
import math
from fractions import Fraction
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply

rng = np.random.default_rng(12345)
theta_jam = 1 - math.exp(-2)


def empty_string(n, kt):
    return math.exp(-(n - 1) * kt - 2 * (1 - math.exp(-kt)))


def sticking(theta):
    return (1 - theta) * (1 + 0.5 * math.log(1 - theta))


def reduced_time(theta):
    return -math.log(1 + 0.5 * math.log(1 - theta))


def mean_vacancies(n):
    return sum((n - j) * Fraction((-2) ** j, math.factorial(j))
               for j in range(n))


def empty_with_singles(kt, r):
    return math.exp(-r * kt - 2 * (1 - math.exp(-(1 + r) * kt)) / (1 + r))


# --- Master equation of a ring: every configuration is kept ---
# The ring differs from the infinite row only by terms of order
# 2**10 / 11! or smaller for strings of up to four sites.
ring = 14
states = np.arange(2 ** ring)
rows, cols, vals = [], [], []
for i in range(ring):
    mask = (1 << i) | (1 << ((i + 1) % ring))
    free = states[(states & mask) == 0]
    one = np.ones(len(free))
    rows += [free | mask, free]
    cols += [free, free]
    vals += [one, -one]
generator = coo_matrix(
    (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
    shape=(2 ** ring, 2 ** ring)).tocsr()
start = np.zeros(2 ** ring)
start[0] = 1.0
master_error = 0.0
master_sticking = {}
for theta in (0.5, 0.8):
    kt = reduced_time(theta)
    prob = expm_multiply(generator * kt, start)
    P = [prob[(states & (2 ** n - 1)) == 0].sum() for n in range(1, 5)]
    for n in range(1, 5):
        master_error = max(master_error, abs(P[n - 1] - empty_string(n, kt)))
    assert abs(1 - P[0] - theta) < 1e-5
    assert abs(P[1] - sticking(1 - P[0])) < 1e-5
    master_sticking[theta] = P[1]
assert master_error < 1e-5
# The mean-field law (1 - theta)**2 must fail visibly.
assert abs(master_sticking[0.5] - 0.25) > 0.05

# --- Finite open rows: average over all orders of attempts ---
for n in range(2, 9):
    total = 0
    for order in permutations(range(n - 1)):
        filled = [0] * n
        for i in order:
            if not filled[i] and not filled[i + 1]:
                filled[i] = filled[i + 1] = 1
        total += n - sum(filled)
    assert Fraction(total, math.factorial(n - 1)) == mean_vacancies(n)
row_length = 100
vacancies_row = float(mean_vacancies(row_length))
assert abs(vacancies_row - (row_length + 2) * math.exp(-2)) < 1e-10


# --- Simulation with random clocks ---
def fill_times(first, second, times, n_sites):
    """Run the attempts in time order; return the filling time of each site.
    A failed attempt can never succeed later, so first attempts suffice."""
    filled_at = [math.inf] * n_sites
    occupied = bytearray(n_sites)
    order = np.argsort(times)
    for a, b, t in zip(first[order].tolist(), second[order].tolist(),
                       times[order].tolist()):
        if not occupied[a] and not occupied[b]:
            occupied[a] = occupied[b] = 1
            filled_at[a] = filled_at[b] = t
    return np.array(filled_at)


n_sim = 400000
sites = np.arange(n_sim)
right = (sites + 1) % n_sim
clock = rng.exponential(size=n_sim)
filled_at = fill_times(sites, right, clock, n_sim)
for kt in (0.3, 1.0, 2.5):
    assert abs(np.mean(filled_at <= kt) - 1 + empty_string(1, kt)) < 0.0025
empty = np.isinf(filled_at)
theta_sim = 1 - empty.mean()
assert abs(theta_sim - theta_jam) < 0.0025
assert not np.any(empty & np.roll(empty, 1))   # vacancies are isolated

# Single-site filling, tested at a large ratio where it matters.
kt99 = reduced_time(0.99 * theta_jam)
r_test = 0.2
with_singles = fill_times(
    np.concatenate([sites, sites]), np.concatenate([right, sites]),
    np.concatenate([rng.exponential(size=n_sim),
                    rng.exponential(1 / r_test, size=n_sim)]), n_sim)
for kt in (1.0, kt99):
    assert abs(np.mean(with_singles > kt)
               - empty_with_singles(kt, r_test)) < 0.0025

# --- Hopping on a jammed ring; a pair of vacancies is filled at once ---
n_hop = 20000
s = np.arange(n_hop)
jammed = fill_times(s, (s + 1) % n_hop, rng.exponential(size=n_hop), n_hop)
occ = bytearray(np.isfinite(jammed).astype(np.uint8).tobytes())
theta_hop = {0: sum(occ) / n_hop}
for sweep in range(1, 101):
    vacant = [i for i in range(n_hop) if not occ[i]]
    steps = (2 * rng.integers(0, 2, size=len(vacant)) - 1).tolist()
    for v, step in zip(vacant, steps):
        if occ[v]:
            continue
        w, beyond = (v + step) % n_hop, (v + 2 * step) % n_hop
        occ[v], occ[w] = 1, 0
        if not occ[beyond]:
            occ[w] = occ[beyond] = 1
    if sweep in (10, 100):
        theta_hop[sweep] = sum(occ) / n_hop
assert theta_jam + 0.02 < theta_hop[10] < theta_hop[100]
assert theta_hop[100] > 0.95

# --- Molecules that bridge rows as readily as they lie along them ---
side = 300
grid = np.arange(side * side).reshape(side, side)
first = np.concatenate([grid.ravel(), grid.ravel()])
second = np.concatenate([np.roll(grid, -1, 0).ravel(),
                         np.roll(grid, -1, 1).ravel()])
bridged = fill_times(first, second, rng.exponential(size=len(first)),
                     side * side)
theta_bridged = np.mean(np.isfinite(bridged))
assert theta_bridged > theta_jam + 0.01


# --- Repulsion: rate times 'factor' for each filled neighbour of the pair ---
def jam_with_repulsion(n, factor):
    occupied = bytearray(n)
    candidates = list(range(n))
    while candidates:
        draws = rng.random((50000, 2)).tolist()
        for x, y in draws:
            if not candidates:
                break
            j = int(x * len(candidates))
            a = candidates[j]
            b = (a + 1) % n
            if not occupied[a] and not occupied[b]:
                m = occupied[a - 1] + occupied[(b + 1) % n]
                if y >= factor ** m:
                    continue
                occupied[a] = occupied[b] = 1
            candidates[j] = candidates[-1]
            candidates.pop()
    return sum(occupied) / n


temperature = 300.0
repulsion_eV = 0.03
kB_eV = const.k / const.e
factor = math.exp(-repulsion_eV / (kB_eV * temperature))
assert abs(jam_with_repulsion(100000, 1.0) - theta_jam) < 0.005
theta_repelled = jam_with_repulsion(100000, factor)
assert theta_repelled < theta_jam - 0.003

# --- Worked example (rough values in the regime of Si(001) rows) ---
pressure_torr = 1e-8
s0 = 0.1
lattice_nm = 0.543
site_nm = lattice_nm / math.sqrt(2)
pitch_nm = 2 * site_nm
mass = 2 * 15.999 * const.atomic_mass
flux = pressure_torr * const.torr / math.sqrt(
    2 * math.pi * mass * const.k * temperature)          # per m2 and s
flux_nm = flux * 1e-18
rate = s0 * flux_nm * site_nm * pitch_nm                 # per s
t50, t80 = reduced_time(0.5) / rate, reduced_time(0.8) / rate
t99 = kt99 / rate
barrier_eV, attempt = 2.0, 1e13
hop_rate = attempt * math.exp(-barrier_eV / (kB_eV * temperature))
hop_temperature = barrier_eV / (kB_eV * math.log(attempt * t99))
r_small = 0.01
theta_singles = 1 - empty_with_singles(kt99, r_small)

print(f"Jamming coverage, formula: {theta_jam:.6f}")
print(f"Vacant fraction at jamming, formula: {math.exp(-2):.6f}")
print(f"Jamming coverage, simulation: {theta_sim:.4f}")
print(f"Sites in that simulation: {n_sim}")
print(f"Largest error of P_1..P_4 against 14-site ring: {master_error:.1e}")
for n in range(2, 7):
    print(f"Mean vacancies on open row of {n} sites: {mean_vacancies(n)}")
print(f"O2 pressure: {pressure_torr:.1e} Torr")
print(f"Temperature: {temperature:.0f} K")
print(f"Initial sticking probability (rough): {s0:.2f}")
print(f"Cubic lattice constant (rough): {lattice_nm:.3f} nm")
print(f"Site spacing along row: {site_nm:.3f} nm")
print(f"Distance between rows: {pitch_nm:.3f} nm")
print(f"Area per site: {site_nm * pitch_nm:.4f} nm2")
print(f"O2 flux: {flux_nm:.4e} per nm2 per s")
print(f"Attempt rate k per pair: {rate:.4e} per s")
print(f"k t at coverage 0.5: {reduced_time(0.5):.4f}")
print(f"k t at coverage 0.8: {reduced_time(0.8):.4f}")
print(f"k t at 99 % of jamming coverage: {kt99:.4f}")
print(f"Time to coverage 0.5: {t50:.0f} s")
print(f"Time to coverage 0.8: {t80:.0f} s")
print(f"Coverage at 99 % of jamming: {0.99 * theta_jam:.4f}")
print(f"Time to 99 % of jamming: {t99:.0f} s = {t99 / 3600:.2f} h")
for theta in (0.5, 0.8):
    print(f"S/S0 at coverage {theta}: {sticking(theta):.4f}")
    print(f"Mean-field S/S0 at coverage {theta}: {(1 - theta) ** 2:.4f}")
    print(f"Sticking probability at {theta}: {s0 * sticking(theta):.5f}")
print(f"Hop barrier (rough): {barrier_eV:.1f} eV")
print(f"Hop attempt frequency (rough): {attempt:.0e} per s")
print(f"Hops per atom in time to 99 %, 300 K: {hop_rate * t99:.1e}")
print(f"Temperature for one hop in that time: {hop_temperature:.0f} K")
for sweep, value in theta_hop.items():
    print(f"Coverage after {sweep} hops per vacancy: {value:.3f}")
print(f"Mean final vacancies, row of {row_length}: {vacancies_row:.3f}")
print(f"Final coverage, row of {row_length}: "
      f"{1 - vacancies_row / row_length:.4f}")
print(f"Jamming coverage with bridging of rows: {theta_bridged:.3f}")
print(f"Repulsion per filled neighbour: {repulsion_eV:.2f} eV")
print(f"Rate factor per filled neighbour: {factor:.3f}")
print(f"Jamming coverage with repulsion: {theta_repelled:.3f}")
print(f"Single-site filling ratio r: {r_small:.2f}")
print(f"Coverage at time to 99 % with that r: {theta_singles:.4f}")
print("OK")
```

It prints:

```
Jamming coverage, formula: 0.864665
Vacant fraction at jamming, formula: 0.135335
Jamming coverage, simulation: 0.8641
Sites in that simulation: 400000
Largest error of P_1..P_4 against 14-site ring: 1.3e-08
Mean vacancies on open row of 2 sites: 0
Mean vacancies on open row of 3 sites: 1
Mean vacancies on open row of 4 sites: 2/3
Mean vacancies on open row of 5 sites: 1
Mean vacancies on open row of 6 sites: 16/15
O2 pressure: 1.0e-08 Torr
Temperature: 300 K
Initial sticking probability (rough): 0.10
Cubic lattice constant (rough): 0.543 nm
Site spacing along row: 0.384 nm
Distance between rows: 0.768 nm
Area per site: 0.2948 nm2
O2 flux: 3.5853e-02 per nm2 per s
Attempt rate k per pair: 1.0571e-03 per s
k t at coverage 0.5: 0.4255
k t at coverage 0.8: 1.6333
k t at 99 % of jamming coverage: 3.4749
Time to coverage 0.5: 403 s
Time to coverage 0.8: 1545 s
Coverage at 99 % of jamming: 0.8560
Time to 99 % of jamming: 3287 s = 0.91 h
S/S0 at coverage 0.5: 0.3267
Mean-field S/S0 at coverage 0.5: 0.2500
Sticking probability at 0.5: 0.03267
S/S0 at coverage 0.8: 0.0391
Mean-field S/S0 at coverage 0.8: 0.0400
Sticking probability at 0.8: 0.00391
Hop barrier (rough): 2.0 eV
Hop attempt frequency (rough): 1e+13 per s
Hops per atom in time to 99 %, 300 K: 8.3e-18
Temperature for one hop in that time: 610 K
Coverage after 0 hops per vacancy: 0.866
Coverage after 10 hops per vacancy: 0.936
Coverage after 100 hops per vacancy: 0.975
Mean final vacancies, row of 100: 13.804
Final coverage, row of 100: 0.8620
Jamming coverage with bridging of rows: 0.907
Repulsion per filled neighbour: 0.03 eV
Rate factor per filled neighbour: 0.313
Jamming coverage with repulsion: 0.835
Single-site filling ratio r: 0.01
Coverage at time to 99 % with that r: 0.8585
OK
```
